\section*{The superconducting transition temperature in the two-square-well Eliashberg model, part 1}

(Sections cited here and not found follow in the second part.)

\section{The equations and the two wells}

\noindent\textit{Q.} I know the formula $T_c=1.13\,\omega_c\exp[-(1+\lambda)/(\lambda-\mu^*)]$ as the result of a two-square-well model, and I distrust it. A square well is a crude thing to put into the Eliashberg equations. Which equations are solved, and what is assumed in them?

\noindent\textit{A.} Take $\hbar=k_B=1$ and fermionic Matsubara frequencies $\omega_n=\pi T(2n+1)$, with $n$ any integer. The starting point is the pair of isotropic Eliashberg equations. They assume that vertex corrections are negligible (Migdal's approximation), that the gap has no angular dependence, and that the electronic density of states is constant and symmetric about the Fermi level over a band much wider than the phonon energies:
\begin{align}
Z_n&=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\frac{\omega_m}{\sqrt{\omega_m^2+\Delta_m^2}},\\
Z_n\Delta_n&=\pi T\sum_m\big[\lambda(n-m)-\mu\,\theta(E-|\omega_m|)\big]\frac{\Delta_m}{\sqrt{\omega_m^2+\Delta_m^2}} .
\end{align}
Here $Z_n$ is the renormalisation function, $\Delta_n$ the gap function, $\mu>0$ the static Coulomb repulsion times the density of states, $E$ an electronic cutoff, and
\begin{equation}
\lambda(l)=2\int_0^\infty d\omega\,\frac{\alpha^2F(\omega)\,\omega}{\omega^2+(2\pi Tl)^2},\qquad \lambda\equiv\lambda(0),
\end{equation}
is the phonon attraction at frequency transfer $2\pi Tl$, even in $l$. At a continuous transition $\Delta_m\to0$. Since $\sqrt{\omega_m^2+\Delta_m^2}=|\omega_m|+O(\Delta^2)$, to first order in $\Delta$
\begin{align}
Z_n&=1+\frac{\pi T}{\omega_n}\sum_m\lambda(n-m)\,\mathrm{sgn}\,\omega_m, \label{Zlin}\\
Z_n\Delta_n&=\pi T\sum_m\big[\lambda(n-m)-\mu\,\theta(E-|\omega_m|)\big]\frac{\Delta_m}{|\omega_m|}. \label{gaplin}
\end{align}
A transition is possible at a temperature where \eqref{gaplin} acquires a nonzero solution.

\noindent\textit{Q.} Why is $\mu$ missing from $Z$, and why is a band edge, which is a cutoff in energy, written as a cutoff in frequency?

\noindent\textit{A.} A Coulomb term in \eqref{Zlin} would be $\mu\sum_{|\omega_m|<E}\mathrm{sgn}\,\omega_m$, and this vanishes because $m\to-m-1$ maps $\omega_m$ to $-\omega_m$. As for the cutoff, the factor $\pi/|\omega_m|$ in \eqref{gaplin} is the pair propagator integrated over band energy $\xi$. For a band of half-width $E$ and $Z=1$,
\begin{equation}
\int_{-E}^{E}\frac{d\xi}{\omega^2+\xi^2}=\frac{\pi}{|\omega|}\,\frac{2}{\pi}\arctan\frac{E}{|\omega|},
\end{equation}
so the band acts as a smooth cutoff in frequency. Only its integral against $d\omega/\omega$ above a phonon scale $\omega_c$ will matter. Put $u=\omega/E$ and $\epsilon=\omega_c/E$. For $u<1$ use $\arctan(1/u)=\pi/2-\arctan u$, and for $u>1$ substitute $v=1/u$:
\begin{align}
\int_\epsilon^\infty\frac{2}{\pi}\arctan\frac1u\,\frac{du}{u}
&=-\ln\epsilon-\frac2\pi\int_\epsilon^1\frac{\arctan u}{u}du+\frac2\pi\int_0^1\frac{\arctan v}{v}dv\nonumber\\
&=\ln\frac{E}{\omega_c}+\frac{2\epsilon}{\pi}+O(\epsilon^3).
\end{align}
The sharp cutoff gives $\ln(E/\omega_c)$, with no constant lost. At $\epsilon=0.01$ quadrature gives $4.61154$ against $4.60517$, a difference equal to $2\epsilon/\pi$.

\noindent\textit{Q.} Then define the model. I assume one replaces $\lambda(n-m)$ by $\lambda$ when both frequencies are below $\omega_c$, and by zero otherwise.

\noindent\textit{A.} In the gap equation, yes:
\begin{equation}
\lambda(n-m)\to\lambda\,\theta(\omega_c-|\omega_n|)\,\theta(\omega_c-|\omega_m|). \label{sep}
\end{equation}
This is the first well, attractive and of width $\omega_c$. The second is the Coulomb term, repulsive and of width $E\gg\omega_c$, and \eqref{gaplin} is used for $|\omega_n|<E$. I call frequencies with $|\omega_n|<\omega_c$ inside and those with $\omega_c\le|\omega_n|<E$ outside.

\section{The factor $1+\lambda$}

\noindent\textit{Q.} Here is my first real objection. Put \eqref{sep} into \eqref{Zlin}. The sum of $\mathrm{sgn}\,\omega_m$ over a symmetric window is zero, so $Z=1$. There is no $1+\lambda$.

\noindent\textit{A.} That is correct, and so \eqref{sep} cannot be used in $Z$. Any kernel that is even in $\omega_m$ at fixed $n$ gives $Z=1$. The true kernel escapes this because it depends on the difference $n-m$. Take $n\ge0$ and $l=n-m$. The terms $m\ge0$ have $l\le n$ and sign $+$, and the terms $m\le-1$ have $l\ge n+1$ and sign $-$:
\begin{equation}
\sum_m\lambda(n-m)\,\mathrm{sgn}\,\omega_m=\sum_{l\le-(n+1)}\lambda(l)+\sum_{l=-n}^{n}\lambda(l)-\sum_{l\ge n+1}\lambda(l)=\sum_{l=-n}^{n}\lambda(l),
\end{equation}
where the outer sums cancel because $\lambda(l)$ is even. With $\pi T/\omega_n=1/(2n+1)$,
\begin{equation}
Z_n=1+\frac{1}{2n+1}\sum_{l=-n}^{n}\lambda(l), \label{Zexact}
\end{equation}
and $Z_{-n-1}=Z_n$ by the same reflection. For any spectrum $Z_0=1+\lambda$ exactly. The model therefore uses in $Z$ a well in the transfer, $\lambda\,\theta(\omega_c-|\omega_n-\omega_m|)$. Define
\begin{equation}
x=\frac{\omega_c}{2\pi T}.
\end{equation}
The well keeps $|l|<x$, that is $|l|\le l_c=\lceil x\rceil-1$, and \eqref{Zexact} becomes
\begin{equation}
Z_n=1+\lambda\,\frac{2\min(n,l_c)+1}{2n+1}.
\end{equation}
Inside means $n+\tfrac12<x$, so $n<x$ and $n\le l_c$, which gives $Z_n=1+\lambda$ exactly. Outside means $n\ge x-\tfrac12>l_c-\tfrac12$, so the integer $n$ is at least $l_c$, and
\begin{equation}
\frac{\omega_nZ_n}{2\pi T}=n+\tfrac12+s,\qquad s=\lambda\,(l_c+\tfrac12),\qquad |l_c+\tfrac12-x|\le\tfrac12. \label{Zout}
\end{equation}
Thus $Z\simeq1+\lambda\omega_c/\omega_n$ outside. The full enhancement $1+\lambda$ holds at Matsubara frequencies below $\omega_c$, and it fades towards one far above.

\noindent\textit{Q.} So the same interaction is given two different shapes in two equations.

\noindent\textit{A.} It is, and this belongs to the definition of the model. It does not follow from any $\alpha^2F$. The difference form keeps the exact $Z_0$, and the product form makes the gap equation solvable by hand. The price is paid in the meaning of $\omega_c$.

\section{The gap equation}

\noindent\textit{Q.} Solve it, then, and show me where $\mu$ turns into $\mu^*$.

\noindent\textit{A.} Write $\phi_n=Z_n\Delta_n$. With \eqref{sep} the right side of \eqref{gaplin} depends on $n$ only through $\theta(\omega_c-|\omega_n|)$, so $\phi_n$ takes two values. Inside it is $(1+\lambda)\Delta_1$ with a constant $\Delta_1$. Outside it is a constant $\phi_2$, and $\Delta_n=\phi_2/Z_n$. Both are even in frequency, so each sum is twice its positive half, and $2\pi T/\omega_m=1/(m+\tfrac12)$. Let $N=\lceil x-\tfrac12\rceil$ be the number of positive frequencies below $\omega_c$ and $N_E$ the number below $E$, and define
\begin{equation}
L=\sum_{n=0}^{N-1}\frac{1}{n+\frac12},\qquad M=\sum_{n=N}^{N_E-1}\frac{2\pi T}{\omega_nZ_n}.
\end{equation}
The two equations are
\begin{align}
(1+\lambda)\Delta_1&=(\lambda-\mu)L\Delta_1-\mu M\phi_2, \label{in}\\
\phi_2&=-\mu L\Delta_1-\mu M\phi_2. \label{out}
\end{align}
Equation \eqref{out} gives
\begin{equation}
\phi_2=-\mu^*L\Delta_1,\qquad \mu^*=\frac{\mu}{1+\mu M}. \label{mus}
\end{equation}
Subtracting \eqref{out} from \eqref{in} removes every Coulomb term and leaves $(1+\lambda)\Delta_1-\phi_2=\lambda L\Delta_1$. Inserting \eqref{mus} and dividing by $\Delta_1$,
\begin{equation}
1+\lambda=(\lambda-\mu^*)L. \label{crit}
\end{equation}
This is exact in the model. The gap changes sign at $\omega_c$, so the term $-\mu M\phi_2$ in \eqref{in} is positive: scattering by the repulsion into states of opposite gap sign helps the pairing inside. That is how $\mu$ is reduced to $\mu^*$, and $\mu^*<1/M$ however large $\mu$ is. At fixed $x$ both $L$ and $M$ are fixed functions of the parameters, and a check on the full matrix at $x=7.3$, $\mu=0.2$, $E/\omega_c=10$ finds the critical coupling $\lambda=0.53712$, which satisfies \eqref{crit}, with a two-level eigenvector and $\phi_2/\Delta_1=-0.56317=-\mu^*L$.

\noindent\textit{Q.} $L$ counts frequencies, so it jumps as $T$ changes. Equation \eqref{crit} will in general hold at no temperature at all.

\noindent\textit{A.} True, and $T_c$ needs a definition that survives the jumps. Write \eqref{gaplin} as $\Delta=A\Delta$. The matrix $A$ maps every vector into the two-dimensional space of vectors described by $(\Delta_1,\phi_2)$, so in a basis adapted to that space it is block triangular, with one zero block and the block read off from \eqref{in} and \eqref{out},
\begin{equation}
B=\begin{pmatrix}(\lambda-\mu)L/(1+\lambda)&-\mu M/(1+\lambda)\\-\mu L&-\mu M\end{pmatrix}.
\end{equation}
Hence $\det(1-A)=\det(1-B)$, and
\begin{align}
\det(1-B)&=\Big[1-\frac{(\lambda-\mu)L}{1+\lambda}\Big](1+\mu M)-\frac{\mu^2LM}{1+\lambda}\nonumber\\
&=(1+\mu M)\Big[1-\frac{L}{1+\lambda}\Big(\lambda-\mu+\frac{\mu^2M}{1+\mu M}\Big)\Big]\nonumber\\
&=(1+\mu M)\Big[1-\frac{L(\lambda-\mu^*)}{1+\lambda}\Big],
\end{align}
using $\mu-\mu^2M/(1+\mu M)=\mu^*$. Also $\det B=-\lambda\mu LM/(1+\lambda)$. For $L>0$ and $\mu>0$ this is negative, so $B$ has one positive eigenvalue $e_+$ and one negative eigenvalue $e_-$. If $L=0$ then $e_+=0$, and if $\mu=0$ then $e_-=0$; the argument below covers these cases too. Since $\det(1-B)=(1-e_+)(1-e_-)$ and $1-e_->0$, the condition $e_+\ge1$ is the same as $L(\lambda-\mu^*)\ge1+\lambda$. Growth under iteration is not by itself the criterion, since $e_-$ may lie below $-1$ and then reverses the sign at each step. What matters is that $\det(1-A)=1+\mu M>0$ at high temperature, where no frequency lies in the attractive well and $L=0$, and that it changes sign exactly when $e_+$ passes one; for a kernel without jumps that is the temperature at which \eqref{gaplin} acquires its nonzero solution. I define $T_c$ as the least upper bound of the temperatures at which $e_+\ge1$. A frequency lying exactly on an edge is not yet inside the well, so when the crossing happens on a step, $e_+\ge1$ holds just below $T_c$ and not at $T_c$ itself.

\section{The two sums}

\noindent\textit{Q.} Where does 1.13 come from?

\noindent\textit{A.} From $L$. With harmonic numbers $H_N=\sum_{k=1}^N1/k$, the odd reciprocals up to $2N-1$ are $H_{2N}$ less the even ones, $H_N/2$, so
\begin{equation}
L_N=2\sum_{n=0}^{N-1}\frac{1}{2n+1}=2H_{2N}-H_N .
\end{equation}
Euler's constant is defined by $H_N-\ln N\to\gamma$, so $L_N-\ln N\to2(\ln2+\gamma)-\gamma=\gamma+2\ln2=1.96351$. Write $L_N=\ln N+\gamma+2\ln2+r_N$. To bound $r_N$, take any real $y>0$ and $u=1/(2y+1)$, for which $(1+u)/(1-u)=(y+1)/y$ and $2u=1/(y+\tfrac12)$. The series of the logarithm gives
\begin{equation}
g(y)\equiv\ln\frac{y+1}{y}-\frac{1}{y+\frac12}=2\Big(\frac{u^3}{3}+\frac{u^5}{5}+\cdots\Big)>0 .
\end{equation}
Replacing every denominator by 3 and summing the geometric series, with $1-u^2=4y(y+1)/(2y+1)^2$,
\begin{equation}
g(y)<\frac23\frac{u^3}{1-u^2}=\frac{1}{6y(y+1)(2y+1)}<\frac{2y+1}{24y^2(y+1)^2}=\frac{1}{24y^2}-\frac{1}{24(y+1)^2}, \label{gb}
\end{equation}
where the second inequality is $4y(y+1)<(2y+1)^2$. Now $r_k-r_{k+1}=\ln[(k+1)/k]-1/(k+\tfrac12)=g(k)$ and $r_k\to0$, so $r_N=\sum_{k\ge N}g(k)$, and \eqref{gb} telescopes to $0<r_N<1/(24N^2)$. At $N=5$ the explicit sum gives $r_N=0.001655$, under the bound $0.001667$. Since $|N-x|\le\tfrac12$, replacing $N$ by $x$ changes $\ln N$ by $O(1/x)$:
\begin{equation}
L=\ln\big(4e^{\gamma}x\big)+O(1/x)=\ln\frac{2e^\gamma\omega_c}{\pi T}+O(1/x),\qquad\frac{2e^\gamma}{\pi}=1.13387. \label{Lasym}
\end{equation}

\noindent\textit{Q.} And $M$ is $\ln(E/\omega_c)$, the Morel--Anderson logarithm?

\noindent\textit{A.} Only if $Z$ is set to one outside. With \eqref{Zout}, $M=\sum_{n=N}^{N_E-1}1/(n+s+\tfrac12)$. Each term is $\ln[(y+1)/y]-g(y)$ at $y=n+s$. The logarithms telescope and \eqref{gb} bounds the rest:
\begin{equation}
M=\ln\frac{N_E+s}{N+s}-\rho,\qquad0<\rho<\frac{1}{24(N+s)^2}.
\end{equation}
The bounds on $N$, $N_E$ and $l_c$ give $N+s=(1+\lambda)x+\eta$ and $N_E+s=(E/\omega_c+\lambda)x+\eta'$, with $|\eta|,|\eta'|\le(1+\lambda)/2$. Therefore
\begin{equation}
M=\ln\frac{E+\lambda\omega_c}{(1+\lambda)\omega_c}+O(1/x). \label{Masym}
\end{equation}
Setting $s=0$ gives $\ln(E/\omega_c)$. The limit does not depend on $T$, so $\mu^*$ is a constant to this order, and the choice of $Z$ outside changes its value but leaves \eqref{crit} alone. Inserting \eqref{Lasym} into \eqref{crit} gives $\ln(2e^\gamma\omega_c/\pi T_c)=(1+\lambda)/(\lambda-\mu^*)$, or
\begin{equation}
T_c=\frac{2e^\gamma}{\pi}\,\omega_c\exp\Big[-\frac{1+\lambda}{\lambda-\mu^*}\Big],\qquad\mu^*=\frac{\mu}{1+\mu M}, \label{Tc}
\end{equation}
with $M$ from \eqref{Masym}, valid for $x\gg1$ and $\lambda>\mu^*$. The requirement is $\lambda>\mu^*$, and $\lambda<\mu$ is allowed. For $\lambda\le\mu^*$ and large $x$, the product $L(\lambda-\mu^*)$ is negative or, through the $O(1/x)$ part of $M$, at most of order $\ln x/x$, and it cannot reach $1+\lambda$.

The two-square-well model has given the condition \eqref{crit} exactly and, for $x\gg1$ and $\lambda>\mu^*$, the formula \eqref{Tc} with its prefactor 1.13. What remains is to estimate the error of that formula within the model, to relate it to McMillan's formula and to an Einstein phonon spectrum, and to work a numerical case.

All numerical values are calculated from the stated model.
